# Optical Bloch Equations, Saturation and Power Broadening of a Driven Emitter

An atom or molecule sits in a laser beam tuned near one of its transitions and scatters light sideways. In a weak beam the fluorescence grows in proportion to the intensity. In a strong beam it levels off, and the resonance traced out by tuning the laser becomes wider. Both effects follow from the competition between a coherent drive, which moves the emitter up and down between two levels, and spontaneous emission, which only takes it down.

## The driven two-level emitter

Let $|g\rangle$ and $|e\rangle$ be the ground and excited states, separated by the energy $\omega_0$. Atomic units are used in the algebra, so $\hbar=1$ and $4\pi\varepsilon_0=1$, and energies and angular frequencies are the same quantity. The emitter is much smaller than the wavelength and therefore feels a uniform field $E_0\cos\omega t$. It has no permanent dipole along the field, and its transition dipole along the field is $d$, made real and positive by the choice of phase of $|e\rangle$. The interaction, minus dipole times field, gives

$$H=\omega_0|e\rangle\langle e|-\Omega\cos\omega t\,\big(|e\rangle\langle g|+|g\rangle\langle e|\big),\qquad \Omega=dE_0. \tag{1}$$

The field is classical: the emitter does not noticeably deplete it. Write the state as $c_g|g\rangle+c_e e^{-i\omega t}|e\rangle$, which takes out the rapid rotation at the drive frequency. With the detuning $\Delta=\omega-\omega_0$ and $\cos\omega t=(e^{i\omega t}+e^{-i\omega t})/2$, the Schrödinger equation becomes

$$\begin{aligned} i\dot c_e&=-\Delta c_e-\tfrac{\Omega}{2}\big(1+e^{2i\omega t}\big)c_g,\\ i\dot c_g&=-\tfrac{\Omega}{2}\big(1+e^{-2i\omega t}\big)c_e. \end{aligned}\tag{2}$$

The term $-\Delta c_e$ is $\omega_0c_e$ minus the $\omega c_e$ produced by differentiating $e^{-i\omega t}$.

The terms at $2\omega$ change sign many times while the amplitudes hardly move. The integral of $e^{2i\omega t}$ never exceeds $1/\omega$ in magnitude, so such a term shifts an amplitude by about $\Omega/(2\omega)$ at most before it reverses. The constant terms accumulate. For $\Omega,|\Delta|\ll\omega_0$ we drop the oscillating terms, which is the rotating-wave approximation:

$$\dot c_e=i\Delta c_e+\tfrac{i\Omega}{2}c_g,\qquad \dot c_g=\tfrac{i\Omega}{2}c_e. \tag{3}$$

Spontaneous emission will turn a pure state into a mixture, so we need the density matrix $\rho_{ij}=\overline{c_ic_j^*}$, the bar being an average over the mixture. The diagonal elements are populations, with $\rho_{gg}+\rho_{ee}=1$, and $\rho_{eg}$ is the coherence. From (3),

$$\dot\rho_{ee}=2\,\mathrm{Re}(c_e^*\dot c_e)=2\,\mathrm{Re}\big(i\Delta|c_e|^2+\tfrac{i\Omega}{2}c_gc_e^*\big)=\Omega\,\mathrm{Im}\,\rho_{eg}. \tag{4}$$

The first term in the bracket is imaginary and drops out. For the second, $\mathrm{Re}(iz)=-\mathrm{Im}\,z$ and $c_gc_e^*=(c_ec_g^*)^*$, and the two minus signs cancel. Likewise,

$$\dot\rho_{eg}=\dot c_ec_g^*+c_e\dot c_g^*=i\Delta\rho_{eg}+\tfrac{i\Omega}{2}(\rho_{gg}-\rho_{ee}). \tag{5}$$

The field changes the population through the coherence, and it creates coherence in proportion to the population difference.

## Spontaneous emission

**Decay of the amplitude.** Switch off the drive and let the excited emitter face the empty radiation field. The state is

$$c_e(t)e^{-i\omega_0t}|e,0\rangle+\sum_k b_k(t)e^{-i\omega_kt}|g,1_k\rangle,$$

where $k$ labels direction, wavelength and polarization. If $g_k$ is the matrix element of the interaction between $|e,0\rangle$ and $|g,1_k\rangle$, then

$$i\dot c_e=\sum_kg_kb_ke^{-i(\omega_k-\omega_0)t},\qquad i\dot b_k=g_k^*c_ee^{i(\omega_k-\omega_0)t}. \tag{6}$$

Integrate the second equation from $b_k(0)=0$ and insert it in the first:

$$\dot c_e(t)=-\int_0^t d\tau\,c_e(t-\tau)\sum_k|g_k|^2e^{-i(\omega_k-\omega_0)\tau}. \tag{7}$$

Define the coupling density $J(\omega)=\sum_k|g_k|^2\delta(\omega-\omega_k)$ and take it as constant over a band of half-width $W\gg\Gamma$ around $\omega_0$, where $\Gamma$ is the decay rate about to be found. The sum in (7) becomes

$$J(\omega_0)\int_{-W}^{W}dx\,e^{-ix\tau}=J(\omega_0)\,\frac{2\sin W\tau}{\tau}.$$

This is concentrated at $\tau\lesssim1/W$, where $c_e(t-\tau)\approx c_e(t)$, and $\int_0^\infty(2\sin W\tau/\tau)\,d\tau=\pi$. Hence

$$\dot c_e=-\tfrac{\Gamma}{2}c_e,\qquad \Gamma=2\pi J(\omega_0), \tag{8}$$

so the amplitude falls as $e^{-\Gamma t/2}$ and the population as $e^{-\Gamma t}$. Any small level shift from the variation of $J$ is counted in $\omega_0$. Diagonalizing an emitter coupled to a dense, finite set of modes tests this step. Between $\Gamma t=0.5$ and $6$ the amplitude departs from the exponential by at most 0.0068 for $W=30\Gamma$ and 0.0031 for $W=60\Gamma$, relative to an initial amplitude of one.

**Value of the rate.** In a box of volume $V$, write the electric field of a mode as $i\mathcal E\,\mathbf e_k(a_ke^{i\mathbf k\cdot\mathbf r}-\text{h.c.})$. Its vacuum mean square is $\mathcal E^2$. The electric half of the zero-point energy $\omega_k/2$ must equal $\mathcal E^2V/8\pi$, so $\mathcal E^2=2\pi\omega_k/V$ and

$$|g_k|^2=\frac{2\pi\omega_k}{V}(\mathbf d\cdot\mathbf e_k)^2. \tag{9}$$

Here $\mathbf d$ is the transition dipole vector, taken to lie along the driving field, so that its length is $d$. The mode sum is $V/(2\pi)^3$ times an integral over wave vectors, and $|\mathbf k|=\omega/c$ turns $k^2dk$ into $\omega^2d\omega/c^3$. The two polarizations are perpendicular to $\mathbf k$, so together they give $d^2\sin^2\theta$, with $\theta$ the angle between $\mathbf d$ and $\mathbf k$. The integral of this over directions is $8\pi d^2/3$. Therefore

$$\Gamma=2\pi\,\frac{V}{8\pi^3}\,\frac{\omega_0^2}{c^3}\,\frac{2\pi\omega_0}{V}\,\frac{8\pi d^2}{3}=\frac{4\omega_0^3d^2}{3c^3}. \tag{10}$$

**Decay of the density matrix.** Let $dt$ be short compared with $1/\Gamma$ but long compared with the memory time $1/W$. By (8) the probability of emission from $|e\rangle$ is $\Gamma dt$, and a general state evolves as

$$c_g|g,0\rangle+c_e|e,0\rangle\;\to\;c_g|g,0\rangle+c_e\sqrt{1-\Gamma dt}\,|e,0\rangle-ic_e\sqrt{\Gamma dt}\,|g,1\rangle, \tag{11}$$

where $|1\rangle$ is the normalized wave packet of the emitted photon. The packet leaves and does not return, so we sum over the two orthogonal field states $|0\rangle$ and $|1\rangle$. No interference between them survives:

$$\rho_{ee}\to(1-\Gamma dt)\rho_{ee},\quad \rho_{gg}\to\rho_{gg}+\Gamma dt\,\rho_{ee},\quad \rho_{eg}\to\sqrt{1-\Gamma dt}\;\rho_{eg}. \tag{12}$$

To first order the last factor is $1-\Gamma dt/2$. The coherence decays at half the rate of the population because it contains one excited-state amplitude, not two.

## The optical Bloch equations

With the drive on, the emitter meets a fresh vacuum in each interval $dt$. If $\Omega dt$ and $|\Delta|dt$ are also small, the changes due to drive and decay add to first order. This requires the vacuum to be flat over the frequencies the driven emitter can reach, a range set by $\Omega$, $|\Delta|$ and $\Gamma$. In free space $J\propto\omega^3$, so the condition is again that these are far below $\omega_0$. Adding (12) to (4) and (5), with $\rho_{gg}=1-\rho_{ee}$, gives the optical Bloch equations:

$$\begin{aligned} \dot\rho_{ee}&=\Omega\,\mathrm{Im}\,\rho_{eg}-\Gamma\rho_{ee},\\ \dot\rho_{eg}&=(i\Delta-\gamma)\rho_{eg}+\tfrac{i\Omega}{2}(1-2\rho_{ee}), \end{aligned}\tag{13}$$

with $\gamma=\Gamma/2$ for purely radiative decay. The symbol $\gamma$ is kept because other processes can add to it.

**Approach to a steady state.** Set $u=2\,\mathrm{Re}\,\rho_{eg}$, $v=2\,\mathrm{Im}\,\rho_{eg}$ and $w=2\rho_{ee}-1$. The real and imaginary parts of (13) are

$$\dot u=-\gamma u-\Delta v,\qquad \dot v=\Delta u-\gamma v-\Omega w,\qquad \dot w=\Omega v-\Gamma(w+1). \tag{14}$$

Take two solutions with the same drive but different starts, and let $\delta u,\delta v,\delta w$ be their differences. The constant $-\Gamma$ cancels. Multiply the three difference equations by $\delta u$, $\delta v$ and $\delta w$ and add. The terms in $\Delta$ cancel in pairs, as do those in $\Omega$, leaving

$$\tfrac12\frac{d}{dt}\big(\delta u^2+\delta v^2+\delta w^2\big)=-\gamma(\delta u^2+\delta v^2)-\Gamma\,\delta w^2. \tag{15}$$

The distance between the solutions shrinks to zero. The steady solution found next is therefore unique, and every initial state approaches it.

## The steady excited population

Set the time derivatives in (13) to zero. The second equation gives

$$\rho_{eg}=\frac{i\Omega}{2}\,\frac{1-2\rho_{ee}}{\gamma-i\Delta}=\frac{i\Omega}{2}\,\frac{(\gamma+i\Delta)(1-2\rho_{ee})}{\gamma^2+\Delta^2}. \tag{16}$$

The imaginary part comes from the product of $i$ and $\gamma$. Put it into the first equation:

$$\Gamma\rho_{ee}=\frac{\Omega^2}{2}\,\frac{\gamma}{\gamma^2+\Delta^2}\,(1-2\rho_{ee}). \tag{17}$$

Divide by $\Gamma$ and define the saturation parameter

$$s=\frac{\Omega^2\gamma}{\Gamma(\gamma^2+\Delta^2)}=\frac{s_0}{1+\Delta^2/\gamma^2},\qquad s_0=\frac{\Omega^2}{\Gamma\gamma}. \tag{18}$$

Equation (17) now reads $\rho_{ee}=(s/2)(1-2\rho_{ee})$. Collecting $\rho_{ee}$ on the left gives $\rho_{ee}(1+s)=s/2$, so

$$\rho_{ee}=\frac{s}{2(1+s)}. \tag{19}$$

For radiative decay, $\gamma=\Gamma/2$ gives

$$s_0=\frac{2\Omega^2}{\Gamma^2},\qquad s=\frac{s_0}{1+4\Delta^2/\Gamma^2}. \tag{20}$$

Since $\Omega\propto E_0$, $s_0$ is proportional to the intensity.

A separate calculation tests (19) without using the Bloch equations: the driven emitter undergoes repeated unitary encounters with fresh vacuum. For drives from $0.2\Gamma$ to $10\Gamma$, on and off resonance, the populations agree with (19) to better than $10^{-4}$.

## Saturation at one half

Because $1-2\rho_{ee}=\rho_{gg}-\rho_{ee}$, the steady balance can be written

$$0=R\,\rho_{gg}-R\,\rho_{ee}-\Gamma\rho_{ee},\qquad R=\tfrac12\Gamma s. \tag{21}$$

The first term is absorption, the second stimulated emission, the third spontaneous emission. The field drives both directions with the same rate $R$. In this balance the two terms in $R$ cancel only for equal populations, and spontaneous emission tips the result toward the ground state. The remaining gap follows from (19):

$$\frac12-\rho_{ee}=\frac{1}{2(1+s)}>0. \tag{22}$$

Within the rotating-wave approximation, the steady population thus stays below one half at any finite drive and approaches it as $s\to\infty$. The dropped terms add a small ripple at $2\omega$, which can carry the instantaneous population slightly past one half when the gap (22) is smaller than the ripple. In the opposite limit, $\rho_{ee}\approx s/2$ and the response is linear in intensity. The emitter sends out photons at the rate $\Gamma\rho_{ee}$, which for the same reason stays below $\Gamma/2$.

The limit applies to the steady state. Without decay and on resonance, (3) has the solution $c_g=\cos(\Omega t/2)$, $c_e=i\sin(\Omega t/2)$ for a start in the ground state, and the population reaches one at $\Omega t=\pi$. With decay and $s_0=100$, so that $\Omega=\sqrt{50}\,\Gamma$, this time is $\Gamma t=0.444$. The solution of (13) has its maximum of 0.850 at $\Gamma t\approx0.445$ and later settles at 0.495.

The argument also needs a closed pair of levels. If the excited state can decay into a third state, $\rho_{gg}$ is no longer $1-\rho_{ee}$, and (19) does not apply as it stands.

## Power broadening

Insert (20) in (19) and multiply numerator and denominator by $1+4\Delta^2/\Gamma^2$:

$$\rho_{ee}(\Delta)=\frac{s_0/2}{1+s_0+4\Delta^2/\Gamma^2}. \tag{23}$$

This is a Lorentzian in the detuning. It falls to half its central value when the denominator has doubled, that is, when $4\Delta^2/\Gamma^2=1+s_0$. The two solutions are $\Delta=\pm\frac{\Gamma}{2}\sqrt{1+s_0}$, and their separation is the full width at half maximum:

$$\Delta_{\rm FWHM}=\Gamma\sqrt{1+s_0}. \tag{24}$$

For a weak drive this is the natural width $\Gamma$. For $s_0\gg1$ it tends to $\Gamma\sqrt{s_0}=\sqrt2\,\Omega$, set by the field and independent of the decay rate.

The excited state does not decay faster in a strong field; $\Gamma$ in (13) is unchanged. The line widens because its center saturates before its wings. With $D=1+4\Delta^2/\Gamma^2$, (23) is $\rho_{ee}=s_0/[2(D+s_0)]$, and its response to more intensity is

$$\frac{\partial\rho_{ee}}{\partial s_0}=\frac{D}{2(D+s_0)^2}. \tag{25}$$

At the center $D=1$, and the slope has dropped to a quarter of its weak-field value once $s_0=1$. At a detuning with $D\gg1$ the same reduction waits until $s_0=D$. Raising the intensity therefore lifts the wings while the center has little left to gain.

Equation (24) describes the total fluorescence as the laser is tuned. It is not the spectrum of the emitted light at a fixed laser frequency, which is a different quantity.

## Dephasing by the surroundings

In a liquid or solid the transition energy of a molecule fluctuates. Suppose the fluctuations act as classical noise whose correlation time is short compared with $1/\gamma_\varphi$, $1/\Omega$ and $1/|\Delta|$, so that the phase $\varphi$ between the two states performs a random walk with Gaussian distribution and variance $2\gamma_\varphi t$. The average of $e^{-i\varphi}$ is $e^{-\gamma_\varphi t}$, since a Gaussian of variance $\sigma^2$ gives $e^{-\sigma^2/2}$. Populations contain no phase and are untouched. The equations (13) keep their form with

$$\gamma=\frac{\Gamma}{2}+\gamma_\varphi. \tag{26}$$

Equations (16) to (19) were derived for any $\gamma$ and still hold, including the limit of one half. The half-maximum condition is now $\Delta^2/\gamma^2=1+s_0$, so the width is $2\gamma\sqrt{1+s_0}$ with $s_0=\Omega^2/(\Gamma\gamma)$. At a given field, dephasing lowers $s_0$ and widens the line: on resonance a stronger field is needed for the same degree of saturation. In the wings the effect reverses, because $s\propto\gamma/(\gamma^2+\Delta^2)$ in (18) grows with $\gamma$ as long as $\gamma<|\Delta|$.

These results belong to the fast-noise model, and real surroundings can depart from it. If the noise is slow compared with the drive, it dephases less: a transition energy that jumps between two values with correlation time $0.1/\Gamma$ and $\gamma_\varphi=\Gamma$ gives a width of $46\Gamma$ at $\Omega=30\Gamma$, where the formula gives $74\Gamma$. A cold bath also takes up energy more readily than it gives energy back, and then one half is no longer a limit. For an emitter whose excited state couples with strength $8\Gamma$ to a vibration of frequency $20\Gamma$, damped at rate $10\Gamma$ at zero temperature, a drive with $\Omega=10\Gamma$ and $\Delta=+10\Gamma$ holds the steady population at 0.56.

## A worked example

Take a model emitter with a gap of 2 eV and a transition dipole of 1 e·Å. Equation (10) gives $\Gamma=1.999\times10^{-8}$ eV, or a lifetime $1/\Gamma$ of 32.9 ns. Counting the modes explicitly in a box 50 wavelengths wide, within 4% of the transition frequency, gives a rate 0.3% higher than the formula; about half of this, $0.04^2=0.16\%$, comes from averaging $\omega^3$ over the window, and the rest varies in size and sign with the box. From (20), $s_0=1$ requires $\Omega=\Gamma/\sqrt2=1.41\times10^{-8}$ eV, hence a field amplitude of $1.41\times10^{-8}$ V/Å.

Now apply $3.00\times10^{-8}$ V/Å, detuned by $2.00\times10^{-8}$ eV. The dipole of 1 e·Å makes $\Omega=3.00\times10^{-8}$ eV, and

$$s_0=2\left(\frac{3.00}{1.999}\right)^2=4.50,\qquad s=\frac{4.50}{1+4(2.00/1.999)^2}=\frac{4.50}{5.00}=0.900,$$

$$\rho_{ee}=\frac{0.900}{2\times1.900}=0.237,\qquad \Delta_{\rm FWHM}=1.999\times10^{-8}\sqrt{5.50}=4.69\times10^{-8}\ \text{eV}.$$

On resonance the same field would give $4.50/(2\times5.50)=0.409$. The detuning thus lowers the population by a factor of 1.7, whereas in a weak field it would do so by a factor of 5.0. This is power broadening seen at a single frequency. The ratio $\Omega/\omega_0=1.5\times10^{-8}$ leaves the rotating-wave approximation very safe. For comparison, keeping the full oscillating drive with $\Omega=1.5\Gamma$ and $\Delta=0.5\Gamma$ changes the mean population by 0.0024 at $\omega=50\Gamma$ and by 0.0006 at $\omega=200\Gamma$.

For the same emitter, the resonant population and the width vary with intensity as follows.

| $s_0$ | $\rho_{ee}$ at $\Delta=0$ | Width ($10^{-8}$ eV) |
|---|---|---|
| 0.1 | 0.045 | 2.10 |
| 1 | 0.250 | 2.83 |
| 10 | 0.455 | 6.63 |
| 100 | 0.495 | 20.1 |

From the first row to the second, ten times the intensity raises the population 5.5 times and the width by about a third. From the third row to the fourth, the same factor adds 9% to the population but triples the width.

Finally, keep the field that gave $s_0=1$ and add dephasing with $\gamma_\varphi=\Gamma$. Then $\gamma=3\Gamma/2$, three times its radiative value, and $s_0$ falls to $1/3$. The resonant population drops from 0.250 to $(1/3)/(2\times4/3)=0.125$, and the width grows from $2.83\times10^{-8}$ eV to $3\Gamma\sqrt{4/3}=6.92\times10^{-8}$ eV (the vacuum-encounter calculation gives $6.925\times10^{-8}$ eV). Here the line is wide mainly because of dephasing: without power broadening it would already be $3\Gamma=6.00\times10^{-8}$ eV.

## Values computed for the example and the checks

```
MODEL EMITTER
transition energy: 2.000 eV
transition dipole: 1.000 e*angstrom
decay rate (hbar*Gamma), formula: 1.9990e-08 eV
decay rate, counted box modes: 2.0054e-08 eV
lifetime 1/Gamma: 32.93 ns
field amplitude for s0 = 1: 1.4135e-08 V/angstrom
WORKED POINT
field amplitude: 3.00e-08 V/angstrom
detuning: 2.00e-08 eV
Rabi energy: 3.00e-08 eV
Rabi energy / transition energy: 1.50e-08
s0: 4.5043 (no unit)
s: 0.9002 (no unit)
excited population, formula: 0.2369
excited population, encounters: 0.2368
line width at this field: 4.6900e-08 eV
RESONANT POPULATION AND FULL WIDTH (encounters | formula)
s0=0.1: Rabi 4.470e-09 eV; pop 0.0454 | 0.0455; width 2.097e-08 | 2.097e-08 eV
s0=1: Rabi 1.414e-08 eV; pop 0.2500 | 0.2500; width 2.827e-08 | 2.827e-08 eV
s0=10: Rabi 4.470e-08 eV; pop 0.4545 | 0.4545; width 6.630e-08 | 6.630e-08 eV
s0=100: Rabi 1.414e-07 eV; pop 0.4950 | 0.4950; width 2.009e-07 | 2.009e-07 eV
DEPHASING RATE = DECAY RATE, FIELD AS FOR RADIATIVE s0 = 1
s0: 0.3333; resonant population: 0.1250
full width: 6.9254e-08 eV
TRANSIENT, RESONANT, s0 = 100, START IN GROUND STATE
largest population: 0.8497 at Gamma*t = 0.445
settled population: 0.4950
TEST DEVIATIONS (no unit)
amplitude decay, half band 30 Gamma: 6.75e-03
amplitude decay, half band 60 Gamma: 2.93e-03
rotating wave, drive 50 Gamma: 2.41e-03
rotating wave, drive 200 Gamma: 5.98e-04
Bloch trajectories: 1.38e-04
steady populations: 3.33e-05
```
